\section*{Curtin-Hammett selectivity in elimination from agostic isomers, derived twice, part 2}

A metal alkyl has two agostic isomers, A and B, which exchange and irreversibly eliminate different alkenes:
\begin{equation}
\mathrm{P_A}\;\xleftarrow{\;k_A\;}\;\mathrm{A}\;
\underset{k_{BA}}{\overset{k_{AB}}{\rightleftharpoons}}\;
\mathrm{B}\;\xrightarrow{\;k_B\;}\;\mathrm{P_B}.
\label{scheme}
\end{equation}
The selectivity $P_B/P_A$ is sought. Italic $A$, $B$, $P_A$, $P_B$ are fractions of the starting complex; $C=A+B$, $A(0)=a_0$, $B(0)=b_0$, $a_0+b_0=1$. At equilibrium $b_{\rm eq}/a_{\rm eq}=K=k_{AB}/k_{BA}$; $k_{\rm ex}=k_{AB}+k_{BA}$.

Free energies are per molecule, with wells $G_A=0$ and $G_B$. A step from well $G$ over transition state $G^\ddagger$ has rate constant $\nu e^{-\beta(G^\ddagger-G)}$, with $\nu=kT/h$, $\beta=1/kT$. Elimination is C--H cleavage ($G_c$) to a hydride--alkene complex, then alkene release ($G_r$). A steady state gave the effective transition state
\begin{equation}
e^{\beta E_A}=e^{\beta G_{c}}+e^{\beta G_{r}} .
\label{series}
\end{equation}
$E_B$ follows likewise, as does $G_X$ for exchange from the A--O and O--B transition states, O being the open form without agostic contact.

Fast exchange gave $P_B/P_A=S=Kk_B/k_A=e^{-\beta(E_B-E_A)}$ and
\begin{equation}
\frac{B}{A}\approx K\left[1-\frac{k_B-k_A}{k_{\rm ex}}\right].
\label{firstorder}
\end{equation}
\begin{equation}
-\frac1C\frac{dC}{dt}=k_{\rm tot}=\frac{k_A+Kk_B}{1+K}.
\label{ktot}
\end{equation}

For any exchange speed, with $I_A=\int_0^\infty A\,dt$ and $I_B=\int_0^\infty B\,dt$, complete conversion gives $P_A=k_AI_A$, $P_B=k_BI_B$ and
\begin{align}
a_0&=(k_{AB}+k_A)I_A-k_{BA}I_B,\label{i1}\\
b_0&=-k_{AB}I_A+(k_{BA}+k_B)I_B.\label{i2}
\end{align}
\begin{equation}
R\equiv\frac{P_B}{P_A}
=\frac{k_B(k_{AB}+b_0k_A)}{k_A(k_{BA}+a_0k_B)} .
\label{R}
\end{equation}

The example is a sec-butyl complex in an inert hydrocarbon feed at 400 K, $kT=0.03447$ eV; A gives 1-butene, B 2-butene. Model free energies in eV (A side, B side) are: wells 0.00, 0.06; hydride--alkene complexes 0.35, 0.38; cleavage 0.70, 0.68; release 1.05, 0.98; exchange with O 0.40, 0.43. O lies at 0.30 eV. Hence $E_A=1.0500$ eV, $E_B=0.9800$ eV, $G_X=0.442$ eV, $K=0.175$, $S=7.62$, $k_A=0.491\ \mathrm{s^{-1}}$, $k_B=21.3\ \mathrm{s^{-1}}$ and $k_{\rm tot}=3.60\ \mathrm{s^{-1}}$. Hydrogen tunnelling in the cleavage step changes $S$ by only 0.005\%.

\subsection{The ratio in terms of transition states}

Take $k_{AB}$ out of the bracket above and $k_{BA}$ out of the bracket below. The prefactor becomes $k_Bk_{AB}/(k_Ak_{BA})=Kk_B/k_A=S$, and
\begin{equation}
R=S\,\frac{1+b_0x}{1+a_0y},\qquad
x=\frac{k_A}{k_{AB}},\quad y=\frac{k_B}{k_{BA}} .
\label{Rxy}
\end{equation}
Both rate constants in $x$ leave well A, and both in $y$ leave well B. The well energies cancel within each ratio:
\begin{equation}
x=e^{-\beta(E_A-G_X)},\qquad y=e^{-\beta(E_B-G_X)} .
\label{xy}
\end{equation}
For a given starting composition, the final ratio depends on the three transition states and on no well energy, whatever the speed of exchange. The wells can enter through the starting composition, for instance if the complex was equilibrated beforehand.

When $G_X$ lies far below $E_A$ and $E_B$, both $x$ and $y$ vanish and $R\to S$. This is the Curtin--Hammett limit again. Its error follows from (\ref{Rxy}):
\begin{equation}
\frac{R}{S}-1=\frac{b_0x-a_0y}{1+a_0y},\qquad
\left|\frac RS-1\right|\le\max(x,y).
\label{error}
\end{equation}
The bound holds because $b_0x$ and $a_0y$ are both non-negative, so that their difference is no larger than the larger of them, and because the denominator is at least one. An error below 1\% relative to $S$ is guaranteed if $G_X$ lies at least $kT\ln100$ below the lower elimination transition state. At 400 K that is 0.16 eV. In the example the gap is $0.980-0.442=0.538$ eV, and the bound is $y=1.7\times10^{-7}$.

The criterion compares transition states with one another. It is a sufficient condition, valid for every start and free of the well energies. It is not a necessary one: when $x$ or $y$ is not small, the actual error depends on $a_0$ and $b_0$, and for an equilibrated start therefore on the wells. With the O--B transition state at 0.88 eV, for instance, an equilibrated start gives $R/S-1=+0.4\%$ for $G_B=-0.10$ eV and $-4.4\%$ for $G_B=+0.06$ eV.

\subsection{From transition states to populations}

Equations (\ref{xy}) also give $Sx=e^{-\beta(E_B-E_A)}e^{-\beta(E_A-G_X)}=y$. With this, (\ref{Rxy}) takes a form that contains both limits:
\begin{equation}
R=\frac{S+b_0y}{1+a_0y}
=\frac{S+(a_0y)\,(b_0/a_0)}{1+a_0y}.
\label{mean}
\end{equation}
The second form requires $a_0\neq0$. $R$ is then a weighted mean of $S$ and $b_0/a_0$, with weights $1$ and $a_0y$. Rapid exchange makes $y$ small and gives $S$. Slow exchange makes $y$ large and gives $b_0/a_0$: each molecule eliminates from the isomer in which it started. In that limit the populations do determine the selectivity.

To see the passage, raise the O--B transition state and hold all other free energies fixed. Let the complex start equilibrated, so that $b_0/a_0=K=0.175$. The final ratios are
\begin{center}
\begin{tabular}{cc}
\hline
O--B transition state (eV) & $P_B/P_A$\\
\hline
0.43 & 7.62\\
0.80 & 7.59\\
0.95 & 5.66\\
1.05 & 1.17\\
1.30 & 0.176\\
\hline
\end{tabular}
\end{center}
The fourth row can be followed by hand. There $G_X\approx1.05$ eV, so $y=e^{0.070/0.03447}=7.62$. With $a_0=0.851$ and $b_0=0.149$,
\begin{equation}
R=\frac{7.62+0.149\times7.62}{1+0.851\times7.62}=\frac{8.76}{7.48}=1.17 .
\end{equation}
The change takes place where the exchange transition state passes the elimination transition states. The ratio goes from 10\% below $S$ to 10\% above $K$ over about $8kT$.

An equilibrated start hides slow exchange at first. In the two-isomer scheme (\ref{scheme}) the products form at $t=0$ in the ratio $k_Bb_{\rm eq}/(k_Aa_{\rm eq})=Kk_B/k_A=S$, whether or not the isomers exchange. With the O--B transition state at 1.30 eV, the accumulated ratio is still 7.62 after 10 $\mu$s, although its final value is 0.176. The ratio drifts because B is consumed at 21 $\mathrm{s^{-1}}$ and is hardly replaced, while A eliminates slowly and goes on giving 1-butene. A selectivity measured at low conversion therefore cannot by itself show that exchange is fast. If the start is known to be equilibrated, a selectivity that stays constant up to high conversion is better evidence, provided that $k_A$ and $k_B$ differ. From other starts the ratio can be nearly constant even though exchange is slow.

\subsection{Intermediates and dead ends}

The effective transition states were obtained above from a steady state. For final yields that assumption can be dropped. Let $H$ be the amount of the hydride complex on the A side, empty at the start and at the end. Integrating its rate equation over all time gives
\begin{equation}
0=k_cI_A-(k_b+k_r)I_H,\qquad I_H=\int_0^\infty H\,dt ,
\end{equation}
where $k_c$, $k_b$ and $k_r$ belong to cleavage, its reverse and alkene release. This has the form of the steady-state condition, with time integrals in place of amounts. The yield is $k_rI_H=k_ck_rI_A/(k_b+k_r)$, and the same effective constant results, however long the complex lives.

The open form O is treated likewise. With $k_{AO}$ and $k_{BO}$ for entry, $k_{OA}$ and $k_{OB}$ for exit, and O empty at the start, $(k_{OA}+k_{OB})I_O=k_{AO}I_A+k_{BO}I_B$. The net flow from A to O is
\begin{equation}
k_{AO}I_A-k_{OA}I_O=\frac{k_{AO}k_{OB}I_A-k_{OA}k_{BO}I_B}{k_{OA}+k_{OB}} .
\end{equation}
The coefficients of $I_A$ and $I_B$ are the effective $k_{AB}$ and $k_{BA}$. Equations (\ref{i1}) and (\ref{i2}) therefore keep their form.

The bound 1-butene can also reinsert into the metal--hydride bond the other way round and give an n-butyl isomer, N. In this model N has no exit except back to the 1-butene complex. Its integrated rate equation, for an empty start, says that as many molecules leave N as enter it. The net flow is zero, and N drops out of the balance for $I_H$. Starting empty, it stores molecules for a time without changing the final yields. Molecules that start in N enter the scheme on the A side, which matters when exchange is slow: with N at $-0.08$ eV, all wells equilibrated at the start and the O--B transition state at 1.30 eV, the final ratio is 0.016 instead of 0.176.

It does change the rate, and also the product ratio while N is filling. Take N at $-0.08$ eV. At equilibrium it holds $e^{0.08/0.03447}=10$ molecules for each one in A. It is reached over a transition state at 0.72 eV, far below those for release, so it fills before much alkene is lost. The denominator $1+K=1.18$ of $k_{\rm tot}$ then becomes about 11.4, and the rate constant falls from 3.6 to about $0.37\ \mathrm{s^{-1}}$.

The statements about final yields were tested on the full set of six wells: A, B, O, N and the two hydride complexes. The six time-integrated rate equations were solved numerically, with no effective constants. The starts were all A, all B and an equal mixture. The O--B transition state was set to 0.43, 0.95, 1.05 and 1.30 eV. The wells B and N were placed at $(0.06,-0.08)$, $(-0.10,-0.08)$ and $(0.06,-0.30)$ eV. In all 36 cases the yield ratio agreed with (\ref{Rxy}) to a relative $10^{-10}$.

The insensitivity to populations shows when $G_B$ is moved at fixed transition states. With the O--B transition state at 0.43 eV and A and B equilibrated at the start, shifting $G_B$ from $-0.10$ to $+0.10$ eV takes the share of B from 95\% to 5\%. The ratio remains 7.62.

\subsection{Alkene that comes back}

Both derivations assume that released alkene is lost. In a liquid feed it stays dissolved and can bind to the metal hydride again. Let the separated hydride and alkene lie at 0.15 eV for 1-butene and 0.12 eV for 2-butene, at a standard concentration of 1 mol/L, and let the feed contain 0.1 mol/L of complex. Isomer N is left out of this estimate.

The return rate constants are $\nu e^{-(1.05-0.15)/0.03447}\approx38$ and $\nu e^{-(0.98-0.12)/0.03447}\approx122\ \mathrm{L\,mol^{-1}s^{-1}}$. At low conversion the hydride concentration is about $c_0k_{\rm tot}t$, with $c_0=0.1$ mol/L, and each alkene also grows in proportion to $t$. For a return constant $k_2$, the fraction of an alkene that has returned by time $t$ is
\begin{equation}
\frac{\int_0^t k_2\,(c_0k_{\rm tot}t')\,t'\,dt'}{t}=\frac{k_2c_0k_{\rm tot}t^2}{3}.
\end{equation}
After 28 ms this is 0.35\% for 1-butene and 1.1\% for 2-butene, so the ratio should fall by about 0.8\%. Numerical integration of the nonlinear rate equations gives a fall of 0.75\%, relative to the ratio without return; the conversion without return is 9.5\%. At a fixed value of $k_{\rm tot}t$ the returned fraction grows in proportion to $t$. With N included the same conversion takes 0.27 s, and the fall is about 6.6\%.

If the feed stays in a closed vessel, the effect is no longer small. At equilibrium both alkenes share the same hydride, and their ratio is set by the free energies of the products: $e^{0.03/0.03447}=2.39$. The integration reaches this value by 200 s. The selectivity has passed from kinetic to thermodynamic control, and $S$ no longer describes it. The direction of the change belongs to the model values. Because the hydride is shared, the real equilibrium ratio is that of the free butenes, and gas-phase thermochemistry puts it above 10 at 400 K, with both forms of 2-butene counted. With such a value and the present $S$, returning alkene would raise the ratio instead of lowering it.

\subsection{What each derivation assumes}

The derivations share thermal rate constants, first-order steps and irreversible loss of alkene. They also share detailed balance in the exchange, without which $k_{AB}/k_{BA}$ would not be fixed by the wells and the cancellation would fail.

The first derivation adds a separation of time scales, with $k_{\rm ex}$ much larger than both $k_A$ and $k_B$, and steady states for the intermediates. In return it gives the ratio at each moment after a brief transient. It can therefore be carried over to a slowly changing temperature: if exchange remains fast compared with the heating, the ratio at which the products form follows $S$ at the current temperature.

The second derivation needs no separation of time scales and no short-lived intermediates. It needs rate constants that do not change with time, since they were taken outside the integrals, and it needs complete conversion. It supplies the error of the Curtin--Hammett limit and the passage to the opposite limit. For partial conversion with slow exchange neither result suffices, and the rate equations have to be solved in time.

Where both apply, they agree beyond leading order. For an equilibrated start, $b_{\rm eq}/k_{AB}=a_{\rm eq}/k_{BA}=1/k_{\rm ex}$, and (\ref{Rxy}) becomes
\begin{equation}
R=S\,\frac{1+k_A/k_{\rm ex}}{1+k_B/k_{\rm ex}}
\approx S\left[1-\frac{k_B-k_A}{k_{\rm ex}}\right].
\end{equation}
This is the correction that the first derivation found for $B/A$ in the fast-exchange regime.

\subsection{The model beside real precursors}

The barriers used here, a few tenths of an eV for exchange and roughly 1 eV for overall loss, are assumptions. For a real complex they depend on the metal, the ligands and the charge, and whether exchange is fast has to be established case by case. The half-life of 0.19 s at 400 K, or about 2 s with N included, is short for a precursor that must survive a heated line. The model is closer to a reactive species formed after a ligand has left. A feed that keeps its alkene dissolved breaks the assumption of irreversible loss: with the model values used here this lowers the ratio at one-tenth conversion by about 0.75\% without N and by about 6.6\% with N, and to 2.4 in a closed vessel. The thermochemistry of real butenes would favour a rise only as long as $S$ lies below their equilibrium ratio. Reactions between two metal centres, rebinding of other ligands and decomposition on walls are not included or sized. An error of 0.05 eV in the transition-state difference means a factor of 4.3 in the ratio. Slow exchange can matter more: in the table above it changes the ratio by a factor of 43. For such a complex, a spectrum that identifies the dominant agostic isomer does not predict the dominant alkene, so long as exchange is fast and the alkene is removed. The computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 400 K; kT = 0.03447 eV
Eyring prefactor kT/h: 8.3346e+12 1/s
Well free energies (eV): A 0.00, B 0.06, O 0.30, HA 0.35, HB 0.38, N -0.08
C-H cleavage TS, A and B: 0.70, 0.68 eV
Alkene release TS, A and B: 1.05, 0.98 eV
Exchange TS A-O and O-B: 0.40, 0.43 eV
Cleavage TS between N and HA: 0.72 eV
Effective elimination TS E_A, E_B: 1.050001, 0.980006 eV
Effective exchange TS G_X: 0.4421 eV
E_A - E_B: 0.07000 eV = 6.754 kJ/mol
Equilibrium populations A, B: 85.08, 14.92 %
Population ratio K = B/A: 0.1754
Exchange rates k_AB, k_BA: 2.245e+07, 1.280e+08 1/s
Elimination rates k_A, k_B: 0.4914, 21.3464 1/s
Total elimination rate k_tot: 3.6035 1/s
Half-life ln2/k_tot: 0.1924 s
Fast-exchange ratio S = 2-butene/1-butene: 7.6191
Yields 2-butene, 1-butene: 88.40, 11.60 %
Error-bound terms k_A/k_AB, k_B/k_BA: 2.19e-08, 1.67e-07
TS gap that keeps the error below 1 %: 0.1587 eV
Six-well network, TS fixed, well B moved, equilibrated start:
  G_B -0.10 eV: B population 94.79 %, ratio 7.6191
  G_B +0.00 eV: B population 50.00 %, ratio 7.6191
  G_B +0.06 eV: B population 14.92 %, ratio 7.6191
  G_B +0.10 eV: B population 5.21 %, ratio 7.6191
Six-well network, all in A or all in B at the start:
  ratios 7.6191, 7.6191
  n-butyl well lowered to -0.30 eV, all in A: 7.6191
Exchange slowed by raising the O-B TS, equilibrated start:
  O-B TS 0.43 eV: final ratio 7.6191
  O-B TS 0.80 eV: final ratio 7.5851
  O-B TS 0.95 eV: final ratio 5.6639
  O-B TS 1.05 eV: final ratio 1.1703
  O-B TS 1.30 eV: final ratio 0.1762
  O-B TS 1.30 eV, ratio after 10 us: 7.6183
Imaginary wavenumbers A, B: 1000, 900 1/cm
Tunnelling factors A, B: 1.846, 1.620
Tunnelling change of S: 0.0046 %
Factor on S if cleavage were limiting: 0.878
Free hydride + alkene, A and B: 0.15, 0.12 eV; feed 0.1 mol/L
Feed time 27.75 ms, conversion 9.52 %
Alkene return changes the ratio by -0.746 %
Closed vessel after 200 s: ratio 2.3877; thermodynamic 2.3877
S at 350 K, free energies held fixed: 10.1845
S at 450 K, free energies held fixed: 6.0789
Factor on S from a 0.05 eV TS error: 4.266
\end{verbatim}
